# Energy crossover from monolayer to bilayer islands on a weakly binding substrate

## Problem

Film atoms occupy a simple-cubic lattice on a flat, rigid substrate whose surface sites match that lattice. Only nearest neighbours bind. A film-film bond, lateral or vertical, has strength $J$. A film-substrate bond has strength $(1-d)J$, with $d=0.1$. There are no overhangs, and the temperature is zero unless stated.

1. Find the energy of an island with layers of $n_1\ge n_2\ge\dots$ atoms. Show that a square bilayer has lower energy than a square monolayer of the same number of atoms $N$ when $N$ exceeds about 275. Treat side lengths as continuous.
2. Could a bilayer with unequal layers win at a smaller size? When does a trilayer take over?
3. What changes when atoms are counted as whole numbers?
4. Take $J=0.3$ eV, lattice spacing $a=0.29$ nm and $T=300$ K. Find the island widths and the energy barrier between the two shapes, and estimate how far neglected effects move the crossover.

## Solution

### 1. Bond counting and the crossover

The zero of energy is the bare substrate with all film atoms far apart, so each bond lowers the energy by its strength. A square layer of side $l$, in lattice spacings, has $l$ rows with $l-1$ bonds each, and as many bonds along the columns. Its lateral bonds number

$$2l(l-1)=2n-2\sqrt n,\qquad n=l^2 .$$

Each of the $n_1$ atoms in the first layer has one substrate bond. Each of the other $N-n_1$ atoms has one film bond beneath it. Hence

$$\frac EJ=-\sum_i\left(2n_i-2\sqrt{n_i}\right)-(1-d)n_1-(N-n_1).$$

Since $\sum_i n_i=N$,

$$\frac EJ=-3N+2\sum_i\sqrt{n_i}+d\,n_1. \tag{1}$$

The first term is the bulk binding. The second is the cost of missing bonds at the layer edges, and the third is the cost of contact with the weaker substrate.

For $h$ equal layers, $n_i=N/h$ and $\sum_i\sqrt{n_i}=h\sqrt{N/h}=\sqrt{hN}$, so

$$\frac{E_h}{J}=-3N+2\sqrt{hN}+\frac{dN}{h}. \tag{2}$$

Subtracting the monolayer from the bilayer gives

$$\frac{E_2-E_1}{J}=2(\sqrt2-1)\sqrt N-\frac{dN}{2}. \tag{3}$$

Stacking lengthens the total edge, at a cost proportional to $\sqrt N$. It also moves $N/2$ atoms from substrate bonds to film bonds, with a gain proportional to $N$. Dividing (3) by $\sqrt N$ shows that it is negative when $\sqrt N>4(\sqrt2-1)/d$, that is, when

$$N>N^*=\frac{16(\sqrt2-1)^2}{d^2}. \tag{4}$$

For $d=0.1$, $\sqrt{N^*}=16.57$ and $N^*=274.5$, which is the required result. The bond strength $J$ cancels because it multiplies both terms.

As $d\to0$, $N^*\to\infty$: with equal bonds there is no contact gain to pay for the extra edge. For $d$ near 1 the formula gives only a few atoms, where continuous side lengths are a poor description.

### 2. Unequal layers and thicker islands

Let $m_j=n_j-n_{j+1}\ge0$, with $n_j=0$ above the top layer. Then $\sum_j j\,m_j=N$, so the numbers $p_j=j\,m_j/N$ are non-negative and add to one. A stack of $j$ equal layers has $N/j$ atoms in each of its first $j$ layers. Averaging such stacks with weights $p_j$ gives, in layer $i$,

$$\sum_{j\ge i}p_j\frac Nj=\sum_{j\ge i}m_j=n_i .$$

Every allowed stack is thus a weighted average of equal-layer stacks. Energy (1) is a sum of square roots and linear terms, hence concave in the $n_i$. A concave function of an average is at least the average of its values, so

$$E(n_1,n_2,\dots)\ge\sum_jp_jE_j\ge\min_jE_j .$$

No unequal stack lies below the best equal-layer stack. In particular, an unequal bilayer does not win before $N^*$.

Setting $E_{h+1}=E_h$ in (2) gives

$$2(\sqrt{h+1}-\sqrt h)\sqrt N=dN\left(\frac1h-\frac1{h+1}\right)=\frac{dN}{h(h+1)},$$

$$\sqrt{N_h}=\frac{2h(h+1)(\sqrt{h+1}-\sqrt h)}{d}. \tag{5}$$

To see that these crossings occur in order of height, write

$$\frac{2}{d\sqrt{N_h}}=\frac{\sqrt{h+1}+\sqrt h}{h(h+1)}=\frac1{h\sqrt{h+1}}+\frac1{(h+1)\sqrt h}.$$

The right side falls with $h$, so $N_h$ rises. For $h=1$, (5) returns (4). For $h=2$ it gives $N_2\approx1455$. The bilayer is therefore the lowest-energy shape between about 275 and 1455 atoms. Above that range it still lies below the monolayer, but a thicker island lies lower.

For large islands, $h$ may be treated as continuous. Setting the derivative of (2) to zero gives $\sqrt{N/h}=dN/h^2$. With side $l=\sqrt{N/h}$, so that $N=hl^2$, this becomes $l=d\,l^2/h$, or $h/l=d$. The equilibrium island is then one tenth as high as it is wide. This is the three-dimensional island regime, which an unstrained film at equilibrium enters when it binds to itself more strongly than to its substrate. Misfit strain and slow atomic motion can change how a real film grows.

### 3. Whole atoms

$N$ and $N/2$ cannot both be perfect squares, because $\sqrt2$ is irrational. The value 275 therefore compares smooth energy curves.

For whole atoms, let a layer of $n$ atoms occupy $r$ rows and $c$ columns. It has at most $n-r$ bonds along rows and $n-c$ along columns. Also $n\le rc\le[(r+c)/2]^2$, so $r+c\ge2\sqrt n$. The number of lateral bonds is at most

$$2n-\lceil2\sqrt n\rceil, \tag{6}$$

where the brackets mean rounding up. The bound is reached by filling a $k\times k$ square, then a new column beside it, then a new row that completes the next square. During the column, $r+c=2k+1$; during the row, $r+c=2k+2$. Both equal $\lceil2\sqrt n\rceil$. Since all sizes belong to one filling sequence, a smaller layer fits on a larger one.

With $n_2$ atoms in the upper layer, the best compact shapes give

$$\frac{\Delta E}{J}=\lceil2\sqrt{N-n_2}\rceil+\lceil2\sqrt{n_2}\rceil-\lceil2\sqrt N\rceil-d\,n_2. \tag{7}$$

I minimised (7) over all $1\le n_2\le N/2$ for each $N$ up to 1000. The bilayer first wins at 242 atoms, and the last size at which it fails to win is 301. Between these sizes the preference alternates.

The two ends can be checked by hand:

- At $N=242$, two $11\times11$ layers have edge terms $22+22$, against 32 for the monolayer. Then $\Delta E=(12-12.1)J=-0.03$ eV for $J=0.3$ eV.
- At $N=301$, layers of 151 and 150 atoms give $25+25-35-15=0$, a tie.

At $N=275$ the best bilayer is lower by 0.06 eV. "About 275" thus marks the middle of a band some 60 atoms wide.

### 4. Numbers, barrier and neglected effects

**Widths and energies.** At the smooth crossover the monolayer is $16.57\times0.29=4.80$ nm wide, and the bilayer is narrower by $\sqrt2$, or 3.40 nm. The edge cost and the contact gain are each $0.1\times274.5\times0.3/2=4.12$ eV. From (3), $E_2-E_1$ is $+0.51$ eV at 200 atoms and $-1.03$ eV at 400.

**Barrier.** Let a fraction $x$ of the atoms be in the upper layer. From (1), the energy above the monolayer is

$$\frac{\Delta E(x)}J=2\sqrt N\left(\sqrt x+\sqrt{1-x}-1\right)-dxN. \tag{8}$$

At $N^*$ this vanishes at $x=0$ and at $x=1/2$. Numerical maximisation between them gives 1.85 eV at $x=0.134$, about $71\,k_BT$ at 300 K. A small upper layer has much edge for little contact gain. The barrier follows compact shapes at fixed $N$ and omits the further cost of detaching and moving atoms. For an upper layer of fixed size $n=xN$, (8) reads $2\sqrt n-dn-2n/(\sqrt N+\sqrt{N-n})$. This rises with $N$, so the smooth barrier does not fall as the island grows. With whole atoms it can drop by up to $J$ from one size to the next, but it stays above 2 eV between 240 and 320 atoms. An island can therefore remain a monolayer well beyond $N^*$. Equation (4) compares energies; it does not predict the size at which a growing island changes shape.

**Bond strength.** Since $N^*\propto d^{-2}$, changing $d$ to 0.09 or 0.11 moves the crossover to 339 or 227 atoms.

**Second neighbours.** Let these bonds have strength $\eta J$, again weakened by the factor $1-d$ at the substrate. A monolayer of side $L$ has $2(L-1)^2$ in its plane and $4L^2$ to the substrate. A bilayer of side $l=L/\sqrt2$ has $4(l-1)^2$ in its planes, $4l(l-1)$ between layers and $4l^2$ to the substrate. Adding the difference to (3) gives

$$\frac{E_2-E_1}J=\left[2(\sqrt2-1)+\eta(6\sqrt2-4)\right]L-2\eta-\frac{d(1+4\eta)}2L^2 .$$

For $\eta=0.1$, the larger root gives $L^2=327$ atoms. For equal square layers, the added edge cost outweighs the added contact gain. These are no longer the best shapes, however. If the upper layer is inset by one row on each side, all its atoms keep their four diagonal bonds to the layer below. Bond counts with this inset, and with the corner atoms of the monolayer and of the lower layer removed, put the smooth crossover back near 275 atoms. The upward shift therefore comes mostly from the restriction to equal squares.

**Misfit.** Suppose the film must be strained by $\epsilon=1$ percent to match the substrate, and take a rough biaxial modulus $M=100$ GPa. Two equal in-plane stresses $M\epsilon$ store an energy density $M\epsilon^2$, or $w=M\epsilon^2a^3=1.5$ meV per atom. Relaxation leaves each island with elastic energy between 0 and $wN$, so the difference between the shapes changes by at most $wN$ either way. This replaces $d$ by $d\pm2w/J$ and confines the smooth crossover to between about 226 and 340 atoms.

**Vibrations.** Let vertical spring constants be proportional to bond strengths, and neglect lateral coupling. In units of the film spring constant, two separate monolayer atoms have stiffness determinant $(1-d)^2$. A two-atom column has $(2-d)(1)-1=1-d$. The classical vibrational free energy contains $\tfrac12k_BT$ times the logarithm of this determinant. Stacking therefore costs $\tfrac12k_BT\ln[1/(1-d)]=1.36$ meV per pair, against a contact gain of $dJ=30$ meV. In this estimate the crossover rises to about 301 atoms. This figure leaves out lateral springs and sideways motion. Including both, with springs 0.1 to 1 times as stiff sideways as along the bond, gives roughly 350–415 atoms. The shift depends strongly on that ratio: at 0.02 the crossover is only about 277 atoms. The substrate is still held rigid, so its own vibrations are left out.

**Relation to real films.** The spacing, the bond energy and $d$ are posed values, not properties of a particular pair of metals. The result also depends on the assumed lattice. On the square face of a face-centred cubic crystal, an atom rests on four atoms, not one. Equation (1) then becomes $E/J=-6N+2\sum_i\sqrt{n_i}+4d\,n_1$, and an upper square must be at least one atom narrower than the lower. Leaving out the common $-6N$:

- At 25 atoms, a $5\times5$ monolayer costs $10+10=20$, and a $4\times4$ plus $3\times3$ stack costs $14+6.4=20.4$.
- At 41 atoms, the best monolayer costs $13+16.4=29.4$, and a $5\times5$ plus $4\times4$ stack costs $18+10=28$.

For the same weakening per bond, stacking in that geometry is already favourable at a few tens of atoms. The figure of 275 belongs to the simple-cubic model.
